# Fourth-power thermal gap shift from acoustic phonons in nonpolar semiconductors, part 2

How do acoustic phonons shift a semiconductor's gap as $T\to0$? The model crystal (volume $\Omega$, density $\rho$) is elastically isotropic and not piezoelectric. Its band edges ($c$, $v$) are non-degenerate and parabolic, with mass $m$ and $\varepsilon_q=\hbar^2q^2/2m$. By assumption 4, an edge responds at first order to dilation alone, with deformation potential $D$.

Phonons have $\omega=sq$, occupation $n$ and squared amplitude $A_q^2=\hbar/2\rho\Omega\omega$; unlabelled $s$ is longitudinal. Lemma 3 expands the coupling in small $q$, which needs a short-ranged potential, and finds an edge-band matrix element of size $qD$. Dropping $\hbar\omega$ gives the static coupling, to be multiplied by $A_q^2$:

$$
2\,\frac{q^2D^2}{-\varepsilon_q}=-\frac{4mD^2}{\hbar^2}.\tag{6}
$$

Keeping it, with $q_0=2ms/\hbar$ and $x=q/q_0$, gives the recoil energy per phonon (plus for conduction):

$$
\left(\frac{\partial E}{\partial n_{\mathbf q}}\right)_{\rm edge\ band}=\pm\frac{D^2}{\rho\Omega s^2}\,\frac{x}{1-x^2},\tag{7}
$$

With $k_BT_0=2ms^2$ and $t=T/T_0$, the conduction edge shifts by

$$
\Delta E=S\,J(t),\qquad S=\frac{D^2q_0^3}{2\pi^2\rho s^2},\qquad
J(t)=\mathcal P\!\int_0^\infty\frac{x^3}{1-x^2}\,\frac{dx}{e^{x/t}-1}.\tag{8}
$$

For small $t$,

$$
J(t)=\frac{\pi^4t^4}{15}\left[1+\frac{40\pi^2}{21}t^2+O(t^4)\right].\tag{9}
$$

$$
\Delta E=\frac{D^2q_0^3}{2\pi^2\rho s^2}\,\frac{\pi^4}{15}\left(\frac{k_BT}{\hbar sq_0}\right)^4
=\frac{\pi^2D^2(k_BT)^4}{30\rho\hbar^4s^6q_0}
=\frac{\pi^2D^2(k_BT)^4}{60\rho\hbar^3ms^7}.\tag{10}
$$

The valence edge moves oppositely, so both recoil terms widen the gap. The theorem gives the fixed-volume gap shift $AT^4$:

$$
A=\frac{\pi^2k_B^4}{60\rho\hbar^3}\left[\frac{D_c^2}{m_cs^7}+\frac{D_v^2}{m_vs^7}+\sum_\nu\frac{F_\nu}{s_\nu^5}\right].
$$

Here $F_\nu$ is the gap's second-order strain coupling for acoustic branch $\nu$. For ellipsoidal valleys, $1/m$ in (10) becomes the mean inverse principal mass.

The computed values also check a one-dimensional crystal ($\hbar=m_0=a=1$, bare mass $m_0$, lattice constant $a$). Its ion potential has Fourier transform $-5\exp[-(0.15K)^2/2]$, its edges lie at the zone boundary, and $q$ is $0.01$ to $0.02$. There the "rigid-shift sum" should vanish, "static intraband" means (6), and "remainder" means the second-order terms without edge-band intermediate states.

### Where the fourth power ends

The correction in (9) has the large coefficient $40\pi^2/21\approx18.8$, because the integral is weighted towards phonons of several $k_BT$. Evaluating $J$ numerically, the $T^4$ term is 10% too small, relative to itself, already at $t=0.065$. The recoil shift changes sign at $t=0.38$.

For $T\gg T_0$, but still with linear phonon dispersion, use

$$
\frac{x^3}{1-x^2}=-x+\frac{x}{1-x^2}.
$$

The first term gives $-\pi^2t^2/6$. In the second, write $x/(e^{x/t}-1)=t\,\phi(x/t)$ with $\phi(y)=y/(e^y-1)$, for which $0\le\phi\le1$ and $|\phi'|\le\tfrac12$. Since $\mathcal P\int_0^\infty dx/(1-x^2)=0$, the value $\phi(1/t)$ may be subtracted:

$$
t\int_0^\infty\frac{\phi(x/t)-\phi(1/t)}{1-x^2}\,dx .
$$

Up to $x=t$ the integrand is at most $1/[2t(1+x)]$ in size, and beyond that at most $1/(x^2-1)$. The whole term is thus at most of order $\ln t$, small beside $t^2$, and

$$
\Delta E\simeq-\frac{D^2m(k_BT)^2}{6\rho\hbar^3s^3}\qquad(T\gg T_0).\tag{12}
$$

This is the shift that the static coupling (6) gives. Where recoil outweighs the strain and expansion terms, the gap of a free pair, measured from its value at $T=0$, therefore first widens as $T^4$, then turns over and narrows towards a $T^2$ law. At $t=50$ the integral is $0.9994$ of its $T^2$ limit; at $t=0.01$ it is $1.0019$ of its $T^4$ limit, as (9) predicts.

**Width.** At $x=1$ a carrier at the edge can really absorb a phonon. The golden rule gives the energy width

$$
\Gamma=2\pi\,\frac{\Omega}{2\pi^2}\int q^2dq\,\frac{\hbar qD^2}{2\rho\Omega s}\,n\,\delta\!\left(\hbar sq-\frac{\hbar^2q^2}{2m}\right).
$$

At $q_0$ the argument of the delta function has slope $\hbar s-\hbar^2q_0/m=-\hbar s$. Hence

$$
\Gamma=\frac{D^2q_0^3}{2\pi\rho s^2}\,\frac1{e^{T_0/T}-1}=\frac{\pi S}{e^{T_0/T}-1}.\tag{13}
$$

In the $T^4$ regime this one-phonon width is exponentially small. Scattering of thermal phonons, which is of higher order in the coupling, leaves a width that falls only as a power of $T$. Near $T_0$ the one-phonon width is no longer exponentially small, and the edge energy is then the centre of a broadened level.

### Bound carriers, excitons and piezoelectric crystals

**A bound carrier.** A level that does not recoil has the Hamiltonian $\hbar\omega a^\dagger a+g(a+a^\dagger)$ with real $g$. With $b=a+g/\hbar\omega$ it becomes $\hbar\omega b^\dagger b-g^2/\hbar\omega$. The level shifts, but by an amount independent of the phonon number, so the recoil term (10) is absent. This agrees with (10) for $m\to\infty$.

Through the deformation potential, transitions to other bound levels have amplitudes proportional to $q$ times the variation of the wave across the orbit. That variation is itself $O(q)$, so the amplitudes are $O(q^2)$. With fixed energy denominators much larger than $\hbar\omega$, the energy per phonon is then of order $q^4/\omega\sim q^3$, which gives $T^6$. The $T^4$ terms left for a bound carrier are those from second-order strain coupling, to which the strained binding potential adds its own part, and from thermal expansion. Their sign is not fixed by this argument.

**An exciton.** When phonon wavelengths exceed the exciton radius, electron and hole feel the same strain. Their first-order energies combine into $D_c-D_v$, and the pair recoils with its total mass. Equation (10) then holds with $D\to D_c-D_v$ and $m\to m_c+m_v$, at temperatures well below the $T_0$ of that mass.

**Piezoelectric crystals.** Here a strain of order $qu$ produces a polarization of the same order, and the potential of a polarization wave is larger than the polarization by a factor of order $1/q$. The matrix element tends to a constant instead of vanishing. The potential is long-ranged, so the expansion in Lemma 3 does not apply. Relative to (7), the energy per phonon gains a factor proportional to $1/x^2$, and the integral becomes

$$
\mathcal P\!\int_0^\infty\frac{x}{1-x^2}\,\frac{dx}{e^{x/t}-1}\simeq\frac{\pi^2t^2}{6}\qquad(t\ll1).
$$

The leading power is then $T^2$, which is why the theorem excludes piezoelectric crystals.

### Thermal expansion

Let $B$ be the bulk modulus and $\eta$ the dilation, and let every acoustic frequency vary as $1-\gamma\eta$, with $\gamma$ the Grüneisen parameter. At small $\eta$ the phonon free energy per volume has the slope $\sum\hbar n\,\partial\omega/\partial\eta=-\gamma U$ (sum per unit volume), where $U$ is the thermal phonon energy density. Minimizing $\frac12B\eta^2-\gamma U\eta$ gives $\eta=\gamma U/B$. With $a_g=D_c-D_v$ the gap moves by

$$
\Delta E_g=\frac{a_g\gamma U}{B},\qquad
U=\frac{\pi^2(k_BT)^4}{30\hbar^3}\left(\frac1{s_L^3}+\frac2{s_T^3}\right),\tag{14}
$$

where $s_L=s$ and $s_T$ is the transverse speed. The energy density follows from $\sum_\nu\int(q^2dq/2\pi^2)\hbar s_\nu qn$ and the integral $\pi^4/15$. Thermal expansion therefore adds to the coefficient and leaves the power unchanged.

### A silicon-like example

The following are rough silicon-like inputs: $\rho=2330\ \mathrm{kg/m^3}$, $s_L=9000$ and $s_T=5400\ \mathrm{m/s}$, $D_c=6.5$ and $D_v=5.0\ \mathrm{eV}$, $B=98\ \mathrm{GPa}$, $\gamma=0.25$. The electron valley has masses $0.92$ (once) and $0.19$ (twice) in units of $m_0$, and the hole has the single mass $0.50\,m_0$. The longitudinal coupling $F=-30\ \mathrm{eV}$ of the gap is a round model parameter, and the transverse $F_\nu$ are set to zero.

The inverse-mass average for the electron is

$$
\frac{m_c}{m_0}=\frac{3}{2/0.19+1/0.92}=0.258 .
$$

This gives $T_0=2m_cs^2/k_B=2.76\ \mathrm K$ for the electron, and $5.34\ \mathrm K$ for the hole. In SI units, with $D_c=1.041\times10^{-18}\ \mathrm J$ and $m_c=2.353\times10^{-31}\ \mathrm{kg}$, the electron's part of $A$ is

$$
\frac{\pi^2(1.041\times10^{-18})^2(1.381\times10^{-23})^4}{60(2330)(1.055\times10^{-34})^3(2.353\times10^{-31})(9000)^7}
\approx2.11\times10^{-27}\ \mathrm{J/K^4},
$$

or $13.2\ \mathrm{neV/K^4}$. The hole's part is smaller by $(5.0/6.5)^2(0.258/0.50)$, which gives $4.0\ \mathrm{neV/K^4}$. The sum is $17.2\ \mathrm{neV/K^4}$.

A direct sum over a grid of wavevectors at $0.02\ \mathrm K$, with the ellipsoidal masses and the original energy denominators, gives $1.0013$ times the electron formula.

The full integral (8), summed for electron and hole and with the single averaged mass $0.258\,m_0$ for the electron, gives these gap shifts. The exponent is the local slope $d\ln|\Delta E_g|/d\ln T$.

| $T$ (K) | Shift (neV) | Exponent |
|---:|---:|---:|
| 0.05 | 0.000108 | 4.01 |
| 0.1 | 0.00175 | 4.05 |
| 0.2 | 0.0305 | 4.26 |
| 0.5 | 1.32 | 3.29 |
| 1 | 5.5 | 0.17 |
| 4 | −517 | 2.83 |
| 10 | −4820 | 2.20 |

The rise of the exponent above four follows from the positive correction in (9). For the electron alone, with the same single mass, the $T^4$ term is 10% too small at $0.18\ \mathrm K$, and its shift changes sign at $1.06\ \mathrm K$. Averaging (8) over the directions of the ellipsoid instead moves these temperatures to $0.155$ and $1.12\ \mathrm K$. It changes the shifts in the table by up to 15%, and the exponent at $1\ \mathrm K$, close to the turning point, from $0.17$ to $1.13$. At $10\ \mathrm K$ the pair's gap has narrowed by about $5\ \mu\mathrm{eV}$; extrapolating the $T^4$ term to that temperature would give the wrong sign and a far larger size.

The electron's width from (13), averaged over the directions of the ellipsoid, is about $5\times10^{-8}\ \mathrm{neV}$ at $0.1\ \mathrm K$, far below the shift. The single averaged mass would give only $4\times10^{-10}\ \mathrm{neV}$, because the light directions dominate the exponential. At $1\ \mathrm K$ the averaged width is $21\ \mathrm{neV}$, larger than the pair's shift of about $6\ \mathrm{neV}$.

Strain coupling contributes $-0.0011$ and expansion $+0.0005\ \mathrm{neV/K^4}$, both small beside the recoil terms. If the transverse branches had the same $F$, they would add $25.7$ times the longitudinal strain term, about $-0.029\ \mathrm{neV/K^4}$. For a bound carrier, where recoil is absent, that addition would exceed the other two terms of this model. In a real silicon donor the strain terms can be much larger, because shear mixes valley-orbit levels only about $13\ \mathrm{meV}$ apart. With a shear deformation potential of $9\ \mathrm{eV}$, this mixing alone gives a direction-averaged coupling of about $-830\ \mathrm{eV}$ for each transverse branch, or about $-0.8\ \mathrm{neV/K^4}$ in total with the isotropic speeds used here. With silicon's direction-dependent sound speeds and polarizations the total is about $-1.3\ \mathrm{neV/K^4}$.

### The model beside real silicon

One important departure for optical spectra is that electrons and holes in cold silicon bind into excitons or to impurities. For an exciton moving as one particle, and with coupling to dilation alone, the recoil coefficient falls from $17.2$ to $0.22\ \mathrm{neV/K^4}$ when the total mass is formed along each axis before its inverse is averaged ($0.24$ if the electron mass is averaged first); its radius in this model, with relative permittivity $11.7$, is $3.6\ \mathrm{nm}$, well below the phonon wavelength of $108\ \mathrm{nm}$ at energy $4k_BT$ and $1\ \mathrm K$. The positive sign and size found for a free pair are thus not a prediction for a bound-exciton line.

Silicon's valence edge is also degenerate, which the theorem excludes. As a measure of the uncertainty, a hole mass of $0.16\,m_0$ throughout would multiply the hole's coefficient by $3.1$. An electron deformation potential of $9\ \mathrm{eV}$ would multiply the electron's coefficient by $1.9$. Shear coupling, which assumption 4 excludes, can matter more. It lets transverse waves act at first order, and the steps leading to (10) then apply to them with $s_T$ in place of $s$. For equal coupling, the factor $1/s_T^7$ is $(9000/5400)^7\approx36$ times the longitudinal one. For an electron valley with a shear deformation potential of $9\ \mathrm{eV}$ and the same dilation average of $6.5\ \mathrm{eV}$, transverse waves give about $108\ \mathrm{neV/K^4}$ and longitudinal waves about $11$, with isotropic sound speeds. Silicon is elastically anisotropic. With $c_{11}=165.7$, $c_{12}=63.9$ and $c_{44}=79.6\ \mathrm{GPa}$ the transverse speeds range from about $4700$ to $5800\ \mathrm{m/s}$, and the transverse value rises to about $180$. Anisotropy also lets the quasi-transverse waves carry some dilation. Even without shear coupling they add about $5.2\ \mathrm{neV/K^4}$ for the electron, $1.6$ for the hole and $0.09$ for the exciton, roughly 40% in each case. The coefficient $17.2\ \mathrm{neV/K^4}$ therefore belongs to the isotropic dilation model and is not an estimate for real silicon. The $T^4$ regime of the transverse terms also ends at a lower temperature, since $T_0$ scales as the square of the sound speed.

Sample size matters too. At $0.1\ \mathrm K$ the phonon wavelength at energy $4k_BT$ is about $1.1\ \mu\mathrm m$, more than the thickness of a silicon waveguide layer of a few hundred nanometres. In a free-standing layer the three-dimensional mode count then fails. A layer bonded to oxide passes most of the sound energy into the oxide, so its phonons are not confined in this way. Photonic devices near room temperature lie outside the model altogether, since optical and zone-boundary phonons are then excited.

Two other approximations are milder here. At $10\ \mathrm K$ and energy $4k_BT$, the squared ratio of $q$ to $2\pi/a$, with $a=0.543\ \mathrm{nm}$, is $0.0025$, so linear dispersion is a fair description. A sine-shaped dispersion changes the table's $-4820\ \mathrm{neV}$ at $10\ \mathrm K$ by about $-7\ \mathrm{neV}$, and an electron nonparabolicity of $0.5\ \mathrm{eV^{-1}}$ changes it by about $-16\ \mathrm{neV}$. The zero-point phonon admixture in the electron state, $\sum_{\mathbf q}A_q^2q^2D^2/(\varepsilon_q+\hbar\omega)^2$, is about $0.0018$ when averaged over the directions of the ellipsoid ($0.0012$ with the single averaged mass; the sum is cut at $q=2\pi/a$, and half that cutoff lowers $0.0018$ to $0.0015$), which supports the use of second order. The numerical output lists the remaining values.

## Computed values

```
One-dimensional rigid-ion crystal, units hbar = m = a = 1
 valence: D from strain -5.6493, from phonon -5.6490
  rigid-shift sum 1.8e-11; powers of q: remainder 2.000, static intraband -0.000
 conduction: D from strain -5.2745, from phonon -5.2742
  rigid-shift sum 1.5e-11; powers of q: remainder 2.000, static intraband -0.000
Energy per phonon, units D^2/(rho V s^2), conduction edge:
  x=0.05: 0.05013, x=0.1: 0.10101, x=0.2: 0.20833, x=3.0: -0.37500
  power of frequency between x=0.05 and 0.1: 1.011
  shift per phonon without recoil: 1.3e-15 phonon energies
Integral/limit: T^4 at t=0.01 1.0019, T^2 at t=50 0.9994, piezo T^2 1.0004
  T^4 law 10% off at t=0.0647; sign change at t=0.3822
  t=0.5: real part -0.0717 vs -0.0714; width 0.4918 vs 0.4917
Silicon-like example (rough inputs)
 density 2330 kg/m3; sound speeds 9000, 5400 m/s
 valley masses 0.92, 0.19 me; inverse-average 0.258 me; hole 0.50 me
 Dc 6.5, Dv 5.0, a_gap 1.5, F_gap -30 eV
 bulk modulus 98 GPa; Grueneisen 0.25
 mode sum/formula at 0.02 K: free 1.0013, strain 1.0000; expansion at 1 K 1.00002
 T0: electron 2.761 K, hole 5.344 K
 electron T^4 law 10% off at 0.179 K, sign change at 1.055 K
 T^4 coefficients: electron 13.155, hole 4.022, sum 17.176 neV/K^4
 strain -1.111e-03, expansion 5.489e-04 neV/K^4
 T (K) | free-pair gap shift (neV) | T^4 formula (neV) | exponent
   0.05 |  1.0791e-04 | 1.0735e-04 | 4.011
   0.10 |  1.7547e-03 | 1.7176e-03 | 4.045
   0.20 |  3.0497e-02 | 2.7482e-02 | 4.262
   0.50 |  1.3230e+00 | 1.0735e+00 | 3.293
   1.00 |  5.5097e+00 | 1.7176e+01 | 0.173
   4.00 | -5.1663e+02 | 4.3971e+03 | 2.825
  10.00 | -4.8208e+03 | 1.7176e+05 | 2.197
 electron width: 0.1 K 3.77e-10, 1 K 2.50e+01 neV
Neglected effects
 transverse/longitudinal strain term, equal F: 25.7
 electron coefficient if D = 9 eV: x 1.92; hole coefficient if all light: x 3.12
 exciton moving as one particle: 0.2386 neV/K^4; radius 3.64 nm (permittivity 11.7)
 phonon wavelength at energy 4kT: 0.1 K 1080 nm, 1 K 108 nm
 (q/q_zone)^2 at energy 4kT, 10 K: 2.5e-03
 zero-point phonon admixture of electron state: 1.16e-03
```
